Bond Breaking by Successive Vibrational Excitation: The Current Power Law

A silicon-hydrogen bond under an electron current is described here by the populations of its vibrational levels n = 0, 1, ..., N−1, counted from the ground level. The bond breaks when it first reaches level N, and it does not return. In the basic model each event moves the bond by one level, so N is the number of upward steps needed. The angular frequency is ω, the quantum is ħω, the current through the bond is I, and e is the positive elementary charge. The first excited level loses its energy to the solid at the rate γ at zero temperature, so its lifetime is 1/γ. One electron excites the bond from level 0 to level 1 with the probability s. The pumping strength is the number of such excitations per lifetime,

y = sI/(eγ).

The bath has temperature T_b, and its thermal occupation at the vibrational frequency is

n_B = 1/[exp(ħω/k_B T_b) − 1].

The result to be derived is the breaking rate

R ≈ Nγy^N = N(sI/e)^N/γ^(N−1), for N n_B ≪ y ≪ 1/N. (1)

The bias, s and γ are held fixed while the current changes. The right-hand inequality in (1) says that relaxation is fast compared with pumping. The oscillation itself must not be overdamped: γ ≪ ω is required, so that the levels are well separated and rate equations for their populations make sense. "Cold" and "weak driving" are the left and right inequalities in (1), and both are stricter than n_B ≪ 1 and y ≪ 1.

The rates of the steps come first. Let the electrons couple linearly to the displacement q of a harmonic bond of mass μ. With the lowering operator b and the raising operator b†,

q = √(ħ/2μω) (b + b†),

|⟨n+1|q|n⟩|² = (n+1)ħ/(2μω).

All matrix elements between levels that are not neighbours vanish. By the golden rule, the step n → n+1 is then n+1 times as fast as 0 → 1, and the step n → n−1 carries the factor n.

The golden rule also counts the available electron states. Take a bias V, flat densities of states, an energy-independent coupling and cold electrodes. Electrons start in filled states below eV and must end in empty states above 0. An electron that gives up ħω must start between ħω and eV, an interval of width eV − ħω. One that absorbs ħω may start between −ħω and eV, an interval of width eV + ħω. The ratio of absorption to emission is

a = (eV + ħω)/(eV − ħω).

For eV ≫ ħω this is close to 1, and a = 1 is used below; the error is given with the example. Adding the thermal steps caused by the bath, and writing x = n_B + y, we have

u_n = (n+1)γx for n → n+1,

d_n = nγ(1+x) for n → n−1.

The 1 in d_n is spontaneous loss to the bath. It is the only difference between the upward and downward coefficients, and it makes a high level hard to reach.

Let t_n be the mean time to reach level n+1 for the first time, starting from level n. The bond waits in level n for a mean time 1/(u_n+d_n). It then goes up, which ends the task, or it goes down with probability d_n/(u_n+d_n). After a downward step it must first regain level n, which takes t_(n−1), and then begin again:

t_n = 1/(u_n+d_n) + [d_n/(u_n+d_n)](t_(n−1) + t_n).

Multiplying by u_n+d_n and cancelling d_n t_n on both sides gives

u_n t_n = 1 + d_n t_(n−1), with d_0 = 0. (2)

The mean breaking time from the ground level is T = t_0 + t_1 + ... + t_(N−1).

The exponent N follows from (2) before the harmonic rates are inserted. Suppose that every u_n is proportional to I and that every d_n with n ≥ 1 tends to a finite damping rate g_n as I → 0. Repeated use of (2) gives

t_n = Σ_(k=0..n) (1/u_k) Π_(j=k+1..n) (d_j/u_j),

where an empty product equals 1. The term k contains n−k+1 factors of 1/I. The largest possible number is N, and it occurs once in the whole of T, for n = N−1 and k = 0. At weak driving this term dominates, so

R = 1/T → (u_0 u_1 ... u_(N−1))/(g_1 g_2 ... g_(N−1)) ∝ I^N. (3)

Equation (3) has a direct reading. Each level holds a small fraction u_(n−1)/g_n of the population below it, and the bond breaks at the rate u_(N−1) from the last level. Nothing here requires equal spacing or harmonic matrix elements. What is required is that each electron event moves the bond by one level and that the bath damps every excited level. For the harmonic ladder without thermal quanta, u_(n−1)/g_n = nγy/(nγ) = y. The population of level N−1 is then y^(N−1), and multiplying by u_(N−1) = Nγy gives (1).

The harmonic ladder can also be solved at any driving strength. Inserting its rates in (2) gives

(n+1)γx t_n = 1 + nγ(1+x)t_(n−1).

Define w_n = (n+1)t_n and z = (1+x)/x = 1 + 1/x. Since n t_(n−1) = w_(n−1), division by γx yields

w_n = 1/(γx) + z w_(n−1), with w_(−1) = 0.

This is a geometric sum,

w_n = (1 + z + ... + z^n)/(γx) = (z^(n+1) − 1)/[γx(z−1)].

Because x(z−1) = 1, the denominator is just γ. Dividing w_n by n+1 and summing, with m = n+1, we find

γT = Σ_(m=1..N) (z^m − 1)/m. (4)

For small x, write z^m = x^(−m)(1+x)^m. For N ≥ 2 the two leading orders come from m = N and m = N−1:

γT = x^(−N)(1 + Nx)/N + x^(−N+1)/(N−1) + ...

= [x^(−N)/N][1 + Nx + Nx/(N−1) + O(x²)].

The two corrections add up to N + N/(N−1) = N²/(N−1). Taking the inverse gives

R = Nγx^N [1 − N²x/(N−1) + O(x²)]. (5)

For large N the correction is close to Nx, so the driving must satisfy x ≪ 1/N. The thermal condition follows from

x^N = y^N(1 + n_B/y)^N ≈ y^N exp(N n_B/y) for N(n_B/y)² ≪ 1.

The thermal factor is close to 1 if y ≫ N n_B. A window between the two limits exists only if N²n_B ≪ 1. If the current is lowered at fixed temperature, x tends to n_B and the rate tends to a constant thermal value. The power law is therefore an intermediate regime at any finite temperature, and it extends down to zero current only in the limit n_B → 0.

The local exponent p = d ln R/d ln I shows both ends of the window. From (4),

d(γT)/dz = Σ_(m=1..N) z^(m−1) = (z^N−1)/(z−1) = x(z^N−1).

With dz/dx = −1/x² and R = 1/T,

d ln R/d ln x = −[x/(γT)] × x(z^N−1) × (−1/x²) = (z^N−1)/(γT).

Since x = n_B + y and y is proportional to I, d ln x/d ln I = y/x. Hence

p = (y/x)(z^N−1)/(γT). (6)

All terms in (4) are positive, and the last one is (z^N−1)/N. For N ≥ 2 it follows that γT > (z^N−1)/N and therefore p < N. For N n_B ≪ y ≪ 1/N, (6) approaches N. The same bound on γT gives p < Ny/x, so the exponent is close to zero once y ≪ n_B/N.

The opposite limit is strong driving, x ≫ N. Then z^m − 1 ≈ m/x, each of the N terms in (4) equals 1/x, and

T ≈ N/(γx), R ≈ γx/N.

With y ≫ n_B the exponent is 1. The same time follows from the energy balance. Away from the breaking level, the mean level number changes at the rate

d⟨n⟩/dt = ⟨u_n − d_n⟩ = γx − γ⟨n⟩.

When x ≫ N the loss term is negligible, and N quanta are gained in the time N/(γx). The prefactor in this limit relies on a = 1, because unequal emission and absorption add a damping that grows with the current.

It remains to justify calling 1/T a rate. Let M be the matrix for which the level populations P obey dP/dt = −MP. It is tridiagonal, with diagonal elements u_n + d_n, and the products u_n d_(n+1) of its opposite off-diagonal elements are positive. A rescaling of the levels makes it symmetric, so its eigenvalues λ_0, ..., λ_(N−1) are real; they are positive because the whole population finally escapes. The density f(t) of breaking times from the ground level is u_(N−1) times the population of level N−1. Its Laplace transform F(σ) needs one corner element of (σ+M)^(−1). The corresponding minor is triangular, with −u_0, ..., −u_(N−2) on its diagonal, and its sign cancels that of the cofactor. Thus

F(σ) = (u_0 u_1 ... u_(N−1))/det(σ+M).

Certain escape means F(0) = 1, so the product of all u_n equals the product of all λ_k. Hence

F(σ) = Π_k λ_k/(σ+λ_k),

T = −F′(0) = Σ_k 1/λ_k. (7)

As x → 0 only downward steps remain. M becomes triangular, and its eigenvalues tend to 0, γ, 2γ, ..., (N−1)γ. At weak driving there is thus one slow eigenvalue, and the others decay within about one vibrational lifetime. After that transient the survival probability is exponential with the rate λ_0. By (7), 1/T differs from λ_0 by a relative amount of about (λ_0/γ)(1 + 1/2 + ... + 1/(N−1)).

As an example take hydrogen on silicon under a scanning tunnelling tip, with ħω = 0.25 eV, N = 10, a lifetime of 10 ns, s = 0.001, a bias of 2 V and a temperature of 77 K. The harmonic bond energy is 10 × 0.25 eV = 2.5 eV, and γ = 1.0×10⁸ s⁻¹. A current of 1 nA carries 6.24×10⁹ electrons per second, so

y = 0.001 × 6.24×10⁹/(1.0×10⁸) = 0.0624.

The oscillation is far from overdamped, since ħγ/(ħω) = 2.6×10⁻⁷, and n_B = 4×10⁻¹⁷ is negligible. The power law gives

R = 10 × 10⁸ s⁻¹ × 0.06242¹⁰ = 9.0×10⁻⁴ s⁻¹,

while (4) gives 4.6×10⁻⁴ s⁻¹, a mean time of about 2200 s. The power law is too large by a factor of 2.0. Here the first correction in (5) is already 11.1 × 0.0624 = 0.69, too large for a first-order expansion to be accurate. The local exponent is 9.3. The slow eigenvalue is 4.6×10⁻¹²γ and the next one is 1.00γ, so the decay is very nearly a single exponential.

In the single-step model the exponent at 0.1 nA is 9.93 and the power law is 7% above the full rate, but that rate is 8.4×10⁻¹⁴ s⁻¹, far too slow to observe on a single bond. One break per second needs 2.35 nA. There the exponent has fallen to 8.6, and the power law is too large by a factor of 4.6. For these parameters, currents that break a bond in convenient times lie at or beyond the upper edge of the asymptotic regime. A fitted exponent would then be smaller than the number of steps, even though every step in the model is a single-quantum step.

At 1 nA about 1.4×10¹³ electrons pass for each broken bond. With s = 0.001 they deliver of the order of 10¹⁰ quanta, of which ten remain in the final climb. Of the quanta lost again, the solid takes the share 1/(1+y) = 94%, and electron-induced downward steps return the rest to the current.

At 300 K, with γ unchanged, n_B = 6.3×10⁻⁵. The rate at 1 nA rises by 1%, and the exponent stays above 9 between 0.009 and 1.6 nA. At 0.001 nA, where y = n_B, it is 5.0: half of the pumping is then thermal and does not respond to the current. In a real solid γ itself grows with temperature when the quantum decays into several softer ones, because thermal quanta stimulate their emission. Since (1) varies as γ^(−9) for N = 10, this can outweigh the rise of 1% and make the rate fall on warming. A softer mode of 0.08 eV has n_B = 0.047 at 300 K. Even for N = 10 this gives N²n_B = 4.7, and a bond of the same energy would need more steps, so such a mode has no power-law window at that temperature.

Two further sources of error are the ratio a and the lifetime. At 2 V the ratio a is 2.25/1.75 = 1.29. Using it in place of 1 multiplies the rate at 1 nA by 0.86; the leading law (1) is unaffected, because electron-induced loss disappears from g_n as I → 0. This value of a assumes metal-like electrodes. On silicon the empty states begin only at the conduction band edge, which narrows the usable window; if it is 1.2 eV instead of 2 eV, a is 1.53 and the factor is 0.76 at the same s. The lifetime matters much more. Shortening it from 10 to 8 ns at fixed current and s multiplies the rate by 0.15, close to the weak-driving estimate 0.8⁹ = 0.13. A lifetime 20% shorter than assumed therefore lowers the rate at 1 nA by a factor of about 6.5.

The most serious assumption is that of single-quantum steps. If electrons can also cause larger jumps, a route with j jumps contributes a term proportional to I^j at weak driving. Without thermal quanta, the route with the fewest jumps must win as I → 0, however small its nonzero coefficient. Even a harmonic bond with linear coupling permits them beyond the golden rule: one electron can then excite two quanta, with a probability of order s². Two single excitations within one lifetime have a weight of order sy per electron, so (1) also requires y to be well above s, by a wider margin when N is large. If each electron gives the oscillator a sudden displacement, the jump n → n+2 competes with two single steps in the ratio s(n+1)/(4y), and the sum over the ladder raises the rate by a relative amount of about sN(N−1)/(8y). In this model the rate at 1 nA rises by 17% and the exponent falls from 9.3 to 9.2. At 0.1 nA, where y is only about 6 times s, the rate is about 4 times the single-step value and the exponent is 8.7 instead of 9.93. An anharmonic bond permits larger jumps already within the golden rule. To size them, replace the harmonic potential by a Morse well, D(1 − e^(−αq))², with the same curvature at its minimum and D = 2.625 eV. Its dissociation energy from the ground level is 2.50 eV. The bond counts as broken within a tenth of ħω of the dissociation edge, bath excitation is neglected, and both electron-induced and bath-induced transitions are taken proportional to |q_mn|², the electron part also to its energy window.

Because the Morse levels crowd together near the edge, 19 single steps are needed instead of 10. With neighbouring steps alone, the exponent at vanishing current is 19, as (3) requires. At 1 nA it is 17.6, and the rate is 2.9×10⁻¹⁴ s⁻¹. These values depend on where the bond counts as broken: a margin of 0.2ħω or 0.05ħω gives 18 or 20 steps and changes this rate by more than a factor of ten each way. They also hold only without bath excitation. The top gaps are a few k_B T_b at 77 K, where the rate becomes 4.3×10⁻¹⁴ s⁻¹ and the exponent is 17.2 at 1 nA and 15 at 0.001 nA. When all jumps allowed by the 2 V bias are included, the rate at 1 nA becomes 3.5×10⁻⁵ s⁻¹ and the exponent 5.6. As the margin is varied from 0 to 0.3ħω, this rate moves between 2.6×10⁻⁵ and 8×10⁻⁵ s⁻¹, while the exponent stays between 5.5 and 5.6. At vanishing current the exponent falls to 2: one electron at 2 V cannot supply 2.5 eV, but two can. If the band gap of the sample narrows the usable window to 1.2 eV, three electrons are needed, this limit is 3, and the exponent at 1 nA is 7.0. The first overtone looks harmless, with |q_02|²/|q_01|² = 0.012. It competes, however, with a process of second order in y. Apart from the energy window, the direct feeding of level 2 is 0.012γy, against 2γy² through level 1. Their ratio is 0.10 at 1 nA, and it grows as the current falls.

These parameters are rough values for the Si-H stretch, whose quantum is close to 0.26 eV and whose lifetime is in the nanosecond range, depending on surface and temperature. A lifetime of 1 ns instead of 10 ns, with the same s, would lower the single-step harmonic rate at 1 nA by almost nine orders of magnitude, or by about eight when the multi-quantum kicks are included. The value of s is the least certain and is a round choice. So is the bond energy of 2.5 eV, which is low compared with the Si-H bond of silane, close to 4 eV; with N = 13 (3.25 eV) the harmonic rate at 1 nA falls to 1.2×10⁻⁷ s⁻¹. The real bond is anharmonic. The Morse estimate, which also includes the electron energy windows, gives a rate at 1 nA about 13 times below that of the harmonic ladder with a = 1, and an exponent of 5.6 instead of 9.3. Both numbers depend strongly on the assumed bath damping and coupling. A different dependence of the bath rates on the transition energy can even make the Morse rate exceed the harmonic one. The estimate is therefore a warning about the premise and not a prediction for a given surface. Changes of the well in the tip's field and transfer of quanta between neighbouring bonds are also left out. In a transistor, s must be averaged over the carriers' energies, and (1) is then proportional to I^N only if this average does not change with the current. An exponent measured on a real bond does not by itself count its vibrational steps. The main values of the example are in the numerical output.

Computed values

```
quantum = 0.25 eV, rungs N = 10, N*quantum = 2.5 eV
lifetime = 10.0 ns, gamma = 1.000e+08 1/s
excitation probability s = 0.001, bias = 2.0 V
electrons per second at 1 nA = 6.2415e+09 1/s
y at 1 nA = 0.06242
hbar*gamma / quantum = 2.63e-07
n_B at 77.0 K = 4.34e-17; at 300.0 K = 6.313e-05
first correction coefficient N^2/(N-1) = 11.111
current nA | y | full rate 1/s | power law 1/s | exponent
 0.01 | 0.00062 | 8.910e-24 | 8.972e-24 | 9.993
 0.10 | 0.00624 | 8.373e-14 | 8.972e-14 | 9.931
 0.30 | 0.01872 | 4.311e-09 | 5.298e-09 | 9.796
 1.00 | 0.06242 | 4.577e-04 | 8.972e-04 | 9.347
 3.00 | 0.18725 | 7.848e+00 | 5.298e+01 | 8.243
mean breaking time at 1 nA = 2185 s
electrons per broken bond at 1 nA = 1.364e+13
slowest, next eigenvalue at 1 nA = 4.577e-12, 1.000 gamma
current for 1 break per second = 2.348 nA
  exponent there = 8.576
  power law / full rate there = 4.579
300 K, exponent above 9.0: from 9.167e-03 nA to 1.571 nA
300 K, current where y = n_B: 1.011e-03 nA, exponent 4.999
Neglected effects at 1 nA:
rate at 300 K / rate at 77 K (same gamma) = 1.0095
n_B of a 0.08 eV mode at 300 K = 0.0474
absorption/emission ratio a = 1.2857
  rate with this a / rate with a = 1: 0.8628
rate with lifetime 8.0 ns / reference = 0.1531
Morse well depth = 2.625 eV, bond energy from ground = 2.5015 eV
Morse 0->1 quantum = 0.2381 eV, rungs to break = 19
Morse |q02|^2/|q01|^2 = 0.01247
Morse single steps: rate = 2.931e-14 1/s, exponent = 17.607
Morse all jumps: rate = 3.456e-05 1/s, exponent = 5.557
Morse exponents at vanishing current: single steps 19.000, all jumps 2.000
```
